# An equal-fraction rank-two laminate of three tetragonal strain variants

**The problem**

A ferroelectric crystal has three tetragonal strain variants. Relative to a cubic reference cell they are

$$E_i=\epsilon_a I+g\,e_i\otimes e_i,\qquad g=\epsilon_c-\epsilon_a\neq0,\qquad i=1,2,3,$$

where $e_i$ are the cube axes. Strains are small, and $\mathrm{sym}\,M=(M+M^T)/2$. All variants have the same isotropic elastic constants: shear modulus $\mu$ and Poisson ratio $0\le\nu<1/2$. A *simple twin* is a stack of parallel plates of two variants. A *rank-two laminate* stacks layers of two simple twins, with the twin period $p$ small compared with the layer thickness $H$. Both lengths are measured normal to the respective walls. A single variant counts as a limiting twin.

The crystal is to contain equal amounts of the three variants. Elastic energies are measured from the stress-free variants.

## (a) Which strains can meet on a plane?

*Find the condition on the difference $D$ of two strains, and the normals. Apply it to two variants.*

**Answer.** If the displacement is continuous across a plane with unit normal $n$, derivatives along the plane agree on both sides. The displacement gradients can therefore differ only by $c\otimes n$. Rotations are free, so the condition on the strains is

$$D=\mathrm{sym}(c\otimes n).$$

A vector perpendicular to $c$ and $n$ is an eigenvector with eigenvalue zero. The other two eigenvalues have sum $\mathrm{tr}D=c\cdot n$, and their squares sum to $\mathrm{tr}D^2=[(c\cdot n)^2+|c|^2]/2$. They are thus

$$\tfrac12(c\cdot n\pm|c|),$$

one non-negative and one non-positive. The middle eigenvalue of $D$ must vanish.

Conversely, let $D=d_1f_1\otimes f_1-d_3f_3\otimes f_3$ with $d_1,d_3>0$ and orthonormal $f_1,f_3$. Take

$$n=\frac{\sqrt{d_1}f_1\pm\sqrt{d_3}f_3}{\sqrt{d_1+d_3}},\qquad
c=\sqrt{d_1+d_3}\,(\sqrt{d_1}f_1\mp\sqrt{d_3}f_3).$$

The diagonal terms of $c\otimes n$ give $D$. The mixed terms are antisymmetric and drop out of the strain. There are no further normals: $n$ must lie in the range of $D$, the $f_1f_3$ plane, and the in-plane tangent $t$ must satisfy $t\cdot Dt=0$, or $d_1t_1^2=d_3t_3^2$. This leaves two directions.

For variants 1 and 2, $D=g(e_1\otimes e_1-e_2\otimes e_2)$, so the normals are $(1,\pm1,0)/\sqrt2$. The other pairs follow by permutation.

## (b) Construct the laminate

*Find every choice of two twins and layer fractions that gives equal variant fractions and compatible average strains. Count the choices of normals.*

**Answer.** Each twin contains at most two variants, while all three must appear. Name the variants so that the twins have fractions

$$A=(a,1-a,0),\qquad B=(0,1-b,b),$$

and let $L$ be the fraction of the crystal occupied by $A$. This includes a pure variant, at $a=1$ or $b=1$. Equal amounts require

$$La=\tfrac13,\qquad (1-L)b=\tfrac13,$$

and the fraction of variant 2 is then also $1/3$, because the total is one. The average strains differ by

$$E_A-E_B=g\,\mathrm{diag}(a,\;b-a,\;-b).$$

Both $a$ and $b$ are positive, so part (a) requires $b=a$. The two fraction conditions then give $L=1-L$, hence

$$L=\tfrac12,\qquad a=b=\tfrac23.$$

Twin $A$ is two thirds variant 1 and one third variant 2. Twin $B$ is two thirds variant 3 and one third variant 2. Their strains satisfy

$$E_A-E_B=\tfrac{2g}{3}(e_1\otimes e_1-e_3\otimes e_3),$$

so the outer normals are $(1,0,\pm1)/\sqrt2$. The mean strain is

$$\bar E=\tfrac12(E_A+E_B)=\left(\epsilon_a+\tfrac g3\right)I.$$

Any of three variants may be the shared one. Each inner twin and the outer interface has two normals, which gives $3\times2^3=24$ laminates, not counting translations and changes of scale.

## (c) In what sense do the layers fit?

*At the outer interface individual variants meet, not averages. Show that the elastic energy density can nevertheless be made arbitrarily small.*

**Answer.** Inside a twin the displacement is a linear function plus a periodic, continuous function $w$. Its gradient is of order $g$ and its period is $p$, so $|w|$ is of order $gp$. A constant rotation added to one twin makes the two linear parts continuous across the outer interface.

Multiply $w$ by a smooth function $\chi(d/p)$ of the distance $d$ from the interface, zero at $d=0$ and one for $d>p$. The displacement is now continuous everywhere. The new gradient $w\otimes\nabla\chi$ is of order $gp/p=g$ and occurs only for $d<p$. The elastic energy per interface area is therefore at most a constant times $\mu g^2p$. With one interface per thickness $H$, the energy density is at most of order $\mu g^2p/H$, which vanishes as $p/H\to0$. The linear-theory laminate is this limit.

## (d) What do other fractions cost?

*Keep equal variant fractions but let $a$ differ from the value found. Find the energy density that remains for infinitely fine twins, with the best outer normal and mean strain $\bar E$.*

**Answer.** Let $D=E_A-E_B$ and $S=\mathrm{sym}(c\otimes n)$, the jump in actual strain between the layers. At fixed mean strain, the elastic strains in the layers are $(1-L)(S-D)$ in $A$ and $-L(S-D)$ in $B$. Their weighted energies contain

$$L(1-L)^2+(1-L)L^2=L(1-L).$$

The energy density is thus $L(1-L)$ times the energy of the elastic strain $S-D$, minimized over $c$ and $n$.

The vector $c$ adjusts every strain component involving $n$, and the minimum makes the corresponding tractions zero. The components within the interface remain those of $-D$. If the principal values of $D$ restricted to the interface are $m_1\ge m_2$, the plane-stress energy is

$$B=\frac{Y}{2(1-\nu^2)}(m_1^2+m_2^2+2\nu m_1m_2),\qquad Y=2\mu(1+\nu).$$

Completing the square gives

$$B=\frac Y2m_1^2+\frac{Y}{2(1-\nu^2)}(m_2+\nu m_1)^2,$$

and the same identity holds with $m_1,m_2$ exchanged. Hence $B$ is at least $Ym_1^2/2$ and at least $Ym_2^2/2$.

The fraction conditions give $1/a+1/b=3$. Since $a,b\le1$, both are at least $1/2$, so $-b\le b-a\le a$. The middle eigenvalue of $D$ is therefore $g(b-a)$. Restriction to a plane interlaces eigenvalues, so this value lies between $m_2$ and $m_1$. If it is positive, $m_1$ is at least as large; if negative, $m_2$ is at least as negative. In both cases $B\ge Yg^2(b-a)^2/2$.

Equality is attained. Let the interface contain $e_2$ and a tangent $t$ in the $e_1e_3$ plane with $t\cdot Dt=-\nu g(b-a)$. Such a tangent exists, because $t\cdot Dt/g$ covers the interval from $-b$ to $a$. Therefore

$$w_{\rm misfit}=L(1-L)\,\mu(1+\nu)g^2(b-a)^2.$$

What remains with this interface is a uniaxial stress along $e_2$, of opposite sign in the two layers. For example, $a=1/2$ forces $L=2/3$ and $b=1$: a half-and-half twin stacked with pure variant 3. The cost is

$$\frac29\,\mu(1+\nu)g^2\,\frac14=\frac{1+\nu}{18}\mu g^2 .$$

Finer twinning does not remove it.

## (e) Add the polarization

*The polarizations are $s_1P_se_1$ and $s_2P_se_2$ in twin $A$, and $s_2'P_se_2$ and $s_3P_se_3$ in twin $B$, with all signs $\pm1$. Which normals carry no average bound charge? When can the two twins be matched plate by plate?*

**Answer.** A neutral wall has no jump in $P\cdot n$. Write the three normals, up to a factor $1/\sqrt2$, as

$$n_A=(1,\sigma,0),\qquad n_B=(0,1,\tau),\qquad n=(1,0,\rho).$$

Neutral inner walls require $s_1-\sigma s_2=0$ and $s_2'-\tau s_3=0$, so $\sigma=s_1s_2$ and $\tau=s_2's_3$. The average polarizations differ by $P_s(2s_1,\,s_2-s_2',\,-2s_3)/3$. The outer interface is neutral on average if $\rho=s_1s_3$. Each choice of signs thus selects one of the two elastic normals at each level.

Plates can be matched if both sets of twin walls cut the outer interface along parallel lines. The three normals must then be coplanar:

$$\det(n_A,n_B,n)=\rho+\sigma\tau=s_1s_3(1+s_2s_2')=0.$$

This holds when $s_2'=-s_2$. Both inner normals then make $60^\circ$ with the line of the outer normal, so equal twin periods give equal spacings on the interface. Variant 1 can face variant 3, and variant 2 can face variant 2 with reversed polarization. The first contact is neutral because $s_1-\rho s_3=0$; the second because $e_2\cdot n=0$. Every wall is then neutral, not merely the average.

The mean polarization is $P_s(s_1,0,s_3)/3$, of magnitude $\sqrt2P_s/3$. If instead $s_2'=s_2$, it has magnitude $P_s/\sqrt3$, and the plates cannot be matched along the whole interface.

## (f) Why does stress remain in the matched pattern?

*Every contact in the matched pattern is between compatible variants. Take $n_A\parallel(1,-1,0)$, $n_B\parallel(0,1,-1)$, $n\parallel(1,0,-1)$ and examine a line where variants 1, 2 and 3 meet.*

**Answer.** Once $D$ and $n$ are fixed, $c$ is fixed too, and with it the rotation between the variants. From 2 to 1 the gradient jump is

$$g(e_1+e_2)\otimes(e_1-e_2).$$

Its antisymmetric part is $g(e_2\otimes e_1-e_1\otimes e_2)$, a rotation vector $ge_3$. Cyclic permutation gives $ge_1$ and $ge_2$ at the other two walls. The contact of variant 2 with itself adds nothing, since there $D=0$ and hence $c=0$.

Around the line the strain jumps sum to zero, as they must. The rotation vectors sum to

$$g(1,1,1),\qquad\text{of magnitude }\sqrt3\,|g|.$$

Stress-free pieces therefore do not close around the line. The missing or excess angle is about an axis parallel to the line, so the defect is a wedge disclination. At the next junction along the interface the variants appear in the opposite order, and the sign is reversed.

When $H\gg p$, the only length governing the field near the interface is $p$. Linear elasticity then gives an energy per interface area

$$\gamma=K\mu g^2p,$$

where $K$ depends on $\nu$ and on how the plates meet. I computed $K$ for $\nu=0.30$ by solving the elastic equations with a Fourier series on a periodic map of the matched pattern. With $H/p=2$ and 48, 96 and 192 grid points per twin period, $K=0.0350$, $0.0347$ and $0.0347$. With 48 points, raising $H/p$ from 2 to 4 and 8 leaves $K$ at $0.0350$, which supports the scaling. The grid values fall slowly toward the sharp-wall limit, and the last digit is still affected. That limit follows from the plane-strain energy of a row of disclinations of strength $\pm\sqrt3\,g$, with period $\ell=2p/\sqrt3$ along the interface and opposite signs $\ell/3$ apart:

$$\gamma=\frac{\mu}{1-\nu}\,\frac{3g^2\ell}{4\pi^3}\sum_{m\ge1}\frac{\sin^2(\pi m/3)}{m^3},\qquad K=\frac{13\sqrt3\,\zeta(3)}{36\pi^3(1-\nu)},$$

which is $K=0.0346$ for $\nu=0.30$.

## (g) Find the twin period

*Let each twin wall cost $s$ per area and let $H$ be fixed. Find the best period and evaluate it for a coarse-grained barium titanate model: $a=0.399$ nm, $c=0.403$ nm, $\mu=50$ GPa, $\nu=0.30$, $s=10$ mJ/m², $H=10\,000$ nm. These are rough model inputs, with the lattice parameters chosen to give a tetragonal strain of about 1%, and a chosen thickness.*

**Answer.** There are two twin walls per period, so

$$w(p)=\frac{K\mu g^2p}{H}+\frac{2s}{p}.$$

Setting $w'(p)=K\mu g^2/H-2s/p^2$ to zero gives

$$p=\sqrt{\frac{2sH}{K\mu g^2}},$$

a minimum because $w''=4s/p^3>0$. The two terms are then equal.

Choose the cubic cell edge as $(2a+c)/3=0.40033$ nm. Then $\epsilon_a=-0.00333$, $\epsilon_c=0.00666$ and $g=0.00999$, so the ideal laminate has zero mean strain. The energy scale is $\mu g^2=4.99$ J/cm³.

A single variant held at zero strain has elastic strain with principal magnitudes $2g/3,g/3,g/3$ and zero trace. Its energy density is

$$\mu g^2\left(\tfrac49+\tfrac19+\tfrac19\right)=\tfrac23\mu g^2=3.33\ \text{J/cm}^3.$$

For the matched laminate,

$$p=\sqrt{\frac{2(0.010)(1.0\times10^{-5})}{0.0346(4.99\times10^6)}}\ \text{m}\approx1080\ \text{nm}.$$

The plates are about 720 and 360 nm wide. Residual elasticity and twin walls each cost $0.0186$ J/cm³, together $0.037$ J/cm³, or 1.1% of the clamped single-variant energy. The half-and-half twin with pure variant 3 from part (d) would retain $1.30\times4.99/18=0.36$ J/cm³ before any wall energy. The disclination angle is $\sqrt3g=0.0173$ rad, or $0.99^\circ$.

At fixed material parameters $p\propto\sqrt H$ and $w\propto1/\sqrt H$. For $H=1000$ nm the period is about 340 nm and the energy $0.12$ J/cm³. The constant $K$ was checked only for $H/p\ge2$; the formula should not be used for much coarser twins, where the fields of neighbouring interfaces eventually overlap. The model does not choose $H$; that requires the misfit at the crystal's outer boundary.

## (h) Test the approximations

*Does the matched laminate survive at finite deformation? Which neglected effects matter most in the example?*

**Answer.** Let $F$ be a deformation gradient, $Q=2n\otimes n-I$ the half-turn about $n$, and $m=F^{-T}n$. With $R=2m\otimes m/|m|^2-I$, use $m^TF=n^T$ to expand

$$RFQ=F+2\left(\frac{m}{|m|^2}-Fn\right)\otimes n.$$

Thus $F$ and $RFQ$ can meet on the plane normal to $n$. A half-turn about $n_A$ exchanges variants 1 and 2, which gives the inner twin; twin $B$ follows likewise. For the normals of part (f), a half-turn about $n$ takes $e_1$ to $-e_3$, $e_2$ to $-e_2$, and $n_A$ to $n_B$. It carries the whole of twin $A$, fractions included, into twin $B$. Their averages remain compatible at finite deformation.

The mean deformation does change, at second order in $g$. Evaluating these formulas for the example gives principal strains of magnitude up to $2.2\times10^{-5}$ instead of zero. Multiplied by $2\mu$, this strain gives 2.2 MPa, and the small volume change adds about as much again. That volume change reflects the choice of reference edge; it vanishes for the equal-volume edge $(a^2c)^{1/3}$. Both are far below the $2\mu(2g/3)\approx670$ MPa of the clamped variant.

Other corrections are as follows.

- **Elastic anisotropy.** Raising the cubic constant $c_{44}$ by half, with $c_{11}$ and $c_{12}$ fixed, gives $K=0.043$. The period falls by about 10%. Doubling $c_{44}$ gives $K=0.049$ and a fall of 16%. The real variants have tetragonal elastic constants, oriented differently in each variant, which this estimate leaves out.
- **Walls.** A rough width of 5 nm is 1.4% of the narrower plate. If the outer interfaces also cost 10 mJ/m², they add $0.001$ J/cm³.
- **Loss of register.** Displacing one twin's plates by half a period raises $K$ to $0.071$. For $P_s=26$ µC/cm² and an isotropic relative permittivity of 1000, both rough, the same Fourier method gives an added charge energy of $0.012$ J/cm³ at unchanged $p$.
- **Net polarization.** The matched pattern retains $\sqrt2P_s/3=12.3$ µC/cm². In a plate normal to this polarization, without electrodes or free charge, the field is $P/(\epsilon_0\epsilon_r)=0.14$ MV/cm and its energy $P^2/(2\epsilon_0\epsilon_r)=0.85$ J/cm³.

The last effect is the largest: on this linear estimate, about 23 times the laminate's own energy. The estimate gives only a size, because the field would have to induce a polarization that cancels the net one, nearly half of $P_s$, which is well outside the linear range. A real crystal can switch or split into further domains instead. In such a plate the construction therefore needs short-circuited electrodes, other compensating charge, or a further level of domains with reversed polarization.

Set beside real barium titanate ceramics, a 10 µm layer belongs to a very coarse grain. The permittivity of the tetragonal crystal is strongly anisotropic, so the electrical figures are estimates of size. Wall energy is also uncertain; doubling it lengthens $p$ by a factor $\sqrt2$. Real grains are strained by their neighbours, and walls can be pinned, so the calculated period is an equilibrium value for this model, not a prediction for a given specimen.
